# Electrode screening in the capacitance of a narrow low-k gap

## The physical situation

Two copper lines run side by side on a chip, separated by 20 nm of a dielectric with relative permittivity $k=2.5$. Their facing sides form a capacitor. The elementary formula places the charge of each electrode on a surface of zero thickness. In a metal the charge consists of a small excess or deficit of electrons, and this occupies a layer of finite depth. In the simplest model the layer lies inside the metal. A field then enters each electrode, part of the voltage drops there, and less charge is stored per volt. The depth in this model is about 0.055 nm, which is tiny beside 20 nm. The question is how much capacitance it costs, and how far the answer, including its sign, can be trusted.

The first model has these assumptions:

- The electrodes are identical, flat and much thicker than the screening length.
- Each has free electrons on a uniform positive background that ends sharply at the dielectric. The distance $d$ is measured between the two background edges.
- Electrons do not leave the background, and the dielectric fills the whole gap.
- The ions of the metal have no polarizability of their own, so the permittivity inside the metal, apart from the free electrons, is $\varepsilon_0$.

Capacitance is taken per unit area, and $e>0$ is the elementary charge. The voltage $V$ is the difference of electrochemical potential between the electrode interiors, divided by $e$ in magnitude. For identical metals this equals the difference of electrostatic potential between the interiors.

## Screening inside the metal

At zero temperature the electrons fill a sphere of radius $k_F$ in wavevector space. With two spin states,

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad E_F=\frac{\hbar^2k_F^2}{2m}.$$

Hence $n\propto E_F^{3/2}$, and the density of states at the Fermi level is

$$g=\frac{dn}{dE_F}=\frac{3n}{2E_F}.$$

Let $\phi(x)$ be the electrostatic potential measured from its value deep in the electrode. An electron has potential energy $-e\phi$. In equilibrium the sum of the local Fermi energy and this potential energy is constant and equal to $E_F$, so the local Fermi energy is $E_F+e\phi$. The Thomas-Fermi approximation uses the uniform-gas relation at each point:

$$n(\phi)=n\left(1+\frac{e\phi}{E_F}\right)^{3/2}.$$

The charge density is $\rho=-e[n(\phi)-n]$, and Poisson's equation $\phi''=-\rho/\varepsilon_0$ becomes

$$\phi''=\frac{en}{\varepsilon_0}\left[\left(1+\frac{e\phi}{E_F}\right)^{3/2}-1\right].$$

For $|e\phi|\ll E_F$ the bracket is $3e\phi/(2E_F)$, which gives

$$\phi''=\frac{\phi}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon_0}{e^2g}.$$

For copper with one free electron per atom and four atoms in a cube of side 0.3615 nm, $n=4/0.3615^3=84.67$ per nm³. The Fermi energy is 7.031 eV, so $g=3\times84.67/(2\times7.031)=18.06$ per eV per nm³, and $\lambda=0.0553$ nm. The rounded value 0.055 nm is used for the main estimate. This is a free-electron value: the electronic specific heat of copper implies a density of states roughly 20 to 40% larger, which in the same formula would give $\lambda$ of 0.047 to 0.050 nm and lower the loss found below from 1.4% to about 1.2%.

## The three voltage drops

Let the left electrode occupy $x<0$ and carry charge $-\sigma$ per area, and let the right one occupy $x>d$ and carry $+\sigma$. The potential then rises from left to right.

**Left electrode.** The solution that vanishes deep inside is $\phi=\phi_s e^{x/\lambda}$. Integrating Poisson's equation over the electrode gives

$$-\sigma=\int_{-\infty}^0\rho\,dx=-\varepsilon_0\phi'(0^-)=-\varepsilon_0\frac{\phi_s}{\lambda}.$$

The rise from the interior to the edge is therefore $\phi_s=\sigma\lambda/\varepsilon_0$.

**Dielectric.** There is no free charge in the gap and the displacement is continuous, so $k\varepsilon_0\phi'=\sigma$. The rise is $\sigma d/(k\varepsilon_0)$.

**Right electrode.** Write $\phi=V+\chi$, where $\chi=\chi_se^{-(x-d)/\lambda}$ vanishes deep inside. Continuity of displacement at $x=d$ requires $\varepsilon_0\phi'(d^+)=-\varepsilon_0\chi_s/\lambda=\sigma$, so $\chi_s=-\sigma\lambda/\varepsilon_0$. The potential rises by a further $\sigma\lambda/\varepsilon_0$ to reach $V$.

The sum is

$$V=\frac{\sigma}{\varepsilon_0}\left(\frac dk+2\lambda\right).$$

With $C_0=\varepsilon_0k/d$ for ideal electrodes,

$$\frac{C}{C_0}=\frac{d/k}{d/k+2\lambda}=\frac1{1+\delta},\qquad \delta=\frac{2k\lambda}{d}.$$

The factor $k$ in $\delta$ has a direct meaning. For a given charge, the field in the metal layers is not reduced by the dielectric. Each nanometre of screening length thus costs as much voltage as $k$ nanometres of dielectric. Without this factor the correction would be $2\lambda/d=0.55\%$, too small by a factor of 2.5.

## Leading order and first correction

For a wide gap, $\delta\ll1$, and

$$\frac{C}{C_0}=1-\delta+\frac{\delta^2}{1+\delta}.$$

This is an identity, as multiplying by $1+\delta$ shows: $(1-\delta)(1+\delta)+\delta^2=1$. The leading term is the ideal capacitor, the first correction is $-\delta$, and the last term is the whole remainder.

For the example, $d/k=20/2.5=8.000$ nm and $2\lambda=0.110$ nm, so

$$\delta=\frac{0.110}{8.000}=1.375\%,\qquad 1-\frac{C}{C_0}=\frac{0.110}{8.110}=1.356\%.$$

The remainder accounts for the difference of 0.019 percentage points. To two figures the loss is 1.4%. The capacitance falls from 1.107 to 1.092 fF/µm². The same loss would follow from widening an ideal gap by $2k\lambda=0.275$ nm.

A numerical solution of the full nonlinear Poisson equation, with capacitance computed as charge over voltage, tests the result. With the unrounded $\lambda$ and 1 V applied, it gives a loss of 1.3637%, against 1.3639% from the formula. Each electrode takes 6.8 mV of the applied volt.

## The opposite limit

When $\delta\gg1$ the metal layers dominate. Factoring out $2\lambda$ instead of $d/k$ gives

$$C=\frac{\varepsilon_0}{2\lambda}\,\frac{1}{1+1/\delta}\simeq\frac{\varepsilon_0}{2\lambda}\left(1-\frac1\delta\right).$$

The capacitance saturates at a value that contains neither $k$ nor $d$. The two regimes meet at $\delta=1$.

With $k=2.5$ held fixed, this happens at $d=2k\lambda=0.275$ nm. That is an atomic distance, where a continuous dielectric between sharp electrodes is no longer a sensible description. With $d=20$ nm held fixed, it happens at $k=d/(2\lambda)\approx180$. Within this model, electrode screening is thus a small correction for a low-k gap and a large one for a thin film of very high permittivity.

## Why nonlinear screening hardly matters

Linearization required $|e\phi|\ll E_F$. The next term can be found explicitly. Set $u=e\phi/E_F$ and expand the Thomas-Fermi equation to second order:

$$\lambda^2u''=\frac23\left[(1+u)^{3/2}-1\right]=u+\frac{u^2}{4}+\dots$$

Multiply by $u'$ and integrate from the interior, where $u=u'=0$:

$$\frac{\lambda^2u'^2}{2}=\frac{u^2}{2}+\frac{u^3}{12},\qquad \lambda|u'|=|u|\sqrt{1+\frac u6}\simeq|u|\left(1+\frac u{12}\right).$$

At the edge Gauss's law fixes $\lambda|u'|=q$, with $q=e\sigma\lambda/(\varepsilon_0E_F)$. On the negative electrode $u>0$, and solving for the drop gives $|u|\simeq q-q^2/12$. On the positive electrode $u<0$, and $|u|\simeq q+q^2/12$. Accumulated electrons screen slightly better and depleted electrons slightly worse. In the sum the quadratic terms cancel, leaving $2q$ with an error of order $q^3$.

At 1 V, $q\approx6.8\ \text{mV}/7.03\ \text{V}\approx0.001$. At 10 V, which is 5 MV/cm and a rough breakdown field for low-k material, $q\approx0.01$. The relative error of the screening term is then of order $q^2\sim10^{-4}$ at most. The nonlinear solution at 10 V again gives 1.3637%, unchanged in the digits shown.

Thermal smearing of the Fermi distribution matters even less. At 378 K and fixed chemical potential, the density of states from Fermi-Dirac integrals changes $\lambda$ by less than one part in 100 000. Thermal expansion of copper has a larger effect, since it lowers $n$, but an 80 K rise still changes $\lambda$ by only about 0.07%.

## Polarizable ions

The ion cores of copper, including the filled d shell, can be polarized. As a crude description, give the metal a background permittivity $b$ up to its edge. Poisson's equation becomes $b\varepsilon_0\phi''=e^2g\phi$, so the decay length grows to $\sqrt b\,\lambda$. Gauss's law at the edge becomes $b\varepsilon_0\phi_s/(\sqrt b\,\lambda)=\sigma$, and each drop is

$$\phi_s=\frac{\sigma}{\varepsilon_0}\frac{\lambda}{\sqrt b}.$$

The layer is thicker, but the field in it is weaker by more. For the illustrative value $b=4$ the loss is halved to 0.69%, and the numerical Poisson solution gives the same figure. The 1.4% therefore belongs to $b=1$.

## Where the charge really sits

A more serious doubt concerns the edge itself. The product $\lambda k_F=0.75$ is below one, so the Thomas-Fermi charge layer is thinner than the length $1/k_F$ over which electrons at the Fermi level can shape their density. A local relation between density and potential is not quantitative there. Electrons also spill out beyond the background, which the model forbids.

To see what this does, it helps to express the electrode drop without assuming any charge profile. For charge confined to $x<0$, integrate by parts, using $x\phi'\to0$ at both ends:

$$\phi(0)-\phi(-\infty)=\int_{-\infty}^0\phi'\,dx=-\int_{-\infty}^0x\phi''\,dx=\frac1{\varepsilon_0}\int_{-\infty}^0x\rho\,dx.$$

Since the total charge is $-\sigma$, the right side is $\sigma/\varepsilon_0$ times the mean depth of the charge. For the exponential profile that depth is

$$\frac{\int_0^\infty ye^{-y/\lambda}dy}{\int_0^\infty e^{-y/\lambda}dy}=\frac{\lambda^2}{\lambda}=\lambda.$$

What enters the capacitance is thus the centroid of the induced charge. An electrode acts like an ideal conductor whose surface lies at the centroid, with vacuum between the centroid and the edge.

The centroid can be computed with fewer assumptions for a jellium slab: a uniform positive background with the electron density of copper (density parameter $r_s=2.67$ bohr), bounded by vacuum. The electrons are treated by Kohn-Sham theory in the local density approximation, with Slater exchange and Wigner correlation. An applied field $F$ induces charges $\pm\varepsilon_0F$ on the two faces. If their centroids lie a distance $x_0$ outside the edges of a slab of thickness $L$, the induced dipole per area has magnitude

$$p=\varepsilon_0F\,(L+2x_0),$$

which defines $x_0$. Thomas-Fermi theory corresponds to $x_0=-\lambda$.

The slabs of 20, 24 and 28 bohr give 1.420, 1.433 and 1.432 bohr. Halving the mesh spacing shifts the 20 bohr value by 0.004 bohr, and widening the vacuum shifts it by 0.003 bohr. A separate calculation in a small finite field reproduces the linear-response value of 1.420 bohr. Replacing Wigner correlation by the Perdew-Zunger form lowers the 20 bohr value by about 0.04 bohr, so the third figure depends on the functional. The mean of the three slabs is $x_0=0.076$ nm. These thicknesses differ by nearly half a Fermi wavelength (4.4 bohr), so they sample the oscillation of $x_0$ with slab thickness at similar phases. Those phases lie near the top of the oscillation. Thicknesses in between give values from about 1.29 to 1.45 bohr, with an average near 1.39 bohr (0.073 nm), and slabs of 40 to 43 bohr give 1.37 to 1.41 bohr. The lowest value, 0.068 nm, would lower the capacitances estimated below by up to 0.2%, and the average would move the stand-off of zero correction from 0.126 to about 0.122 nm. In all these slabs $x_0$ is positive: the induced charge sits outside the background edge. In this calculation the correction to the position of the charge has the opposite sign to the Thomas-Fermi one and a similar size.

## Consequence for the capacitance

The slab faces vacuum, so its result can be used most directly if a vacuum layer of width $s$ separates each edge from the dielectric. Keep the edge-to-edge distance $d$ fixed. The dielectric then has thickness $d-2s$. On each side the vacuum between the charge centroid and the dielectric has width $s-x_0$. Adding the drops,

$$\frac{C}{C_0}=\frac{d/k}{(d-2s)/k+2(s-x_0)}.$$

Setting $s=0$ and $x_0=-\lambda$ recovers the Thomas-Fermi result. The correction vanishes when the added terms cancel:

$$-\frac{2s}{k}+2s-2x_0=0\quad\Longrightarrow\quad s=\frac{x_0}{1-1/k}=\frac{0.0756}{0.6}=0.126\ \text{nm}.$$

For $s=0.1$ nm the denominator is $7.920+0.049=7.969$ nm, and the capacitance is 0.4% above $C_0$. For $s=0.2$ nm it is $7.840+0.249=8.089$ nm, and the capacitance is 1.1% below $C_0$. These values are illustrative. The formula requires the electron tail to fit inside the vacuum layer, but about 30% of the induced charge lies beyond 0.1 nm from the edge and 6 to 8% beyond 0.2 nm, depending on the slab thickness. The result for the smaller $s$ is therefore not reliable, even in sign. If the slab calculation is repeated with a continuous dielectric that overlaps the tail, the capacitance changes by about +0.7%, −0.1% and −1.2% for $s=0$, 0.1 and 0.2 nm in the 20 and 28 bohr slabs; in a 22 bohr slab the last two become about −0.2% and −1.4%. Chemical bonding to the dielectric, the atomic structure of the copper surface and the polarizability of its ion cores are still left out.

In these models, a change of one or two tenths of a nanometre in the position of the dielectric can reverse the sign of the effect. For the positions considered, the effect stays within about one and a half percent either way. Within these models, the Thomas-Fermi estimate thus gives a reasonable scale, but not a dependable sign.

## Beside a real interconnect

A 20 nm space and $k=2.5$ are roughly the regime of dense copper wiring with a porous low-k dielectric, and 1 V is a rough upper value for logic. Four points matter when the model is applied there:

- **Fringing.** Real lines have finite height. For two isolated thin plates 40 nm tall in a uniform dielectric, a boundary-element solution gives a capacitance 63% above the parallel-plate value. Other lines nearby would change this figure. The 1.4% refers to the parallel-plate part alone.
- **Liners.** Copper lines usually carry a thin metallic barrier layer, so the surface facing the dielectric is often not copper. If the liner is several screening lengths thick, its own $\lambda$ enters. A change of 0.01 nm in both electrodes moves the loss by about $2\times2.5\times0.01/20=0.25$ percentage points.
- **Spacing.** To first order, a change of 1 nm in the 20 nm space changes the parallel-plate capacitance by 5%, several times the screening correction.
- **Leakage.** For a rough barrier of 3 eV and an effective mass of half the electron mass, the semiclassical probability of direct tunnelling across the gap at 1 V is about $10^{-99}$. Direct tunnelling is negligible, though conduction through defects is not covered by this estimate.

An extraction of $k$ from a measured capacitance shows what the correction means in practice. If the parallel-plate part is isolated, $d$ is known and the Thomas-Fermi model is accepted, ignoring the electrodes makes $k$ appear 1.4% too low, or about 2.47 instead of 2.50. An uncertainty of 0.3 nm in $d$ has an effect of the same size, so such a measurement could reveal electrode screening only if the spacing were known more closely than that. The main computed values are listed in the numerical output.

## Numbers as computed

```
gap d = 20.0 nm, k = 2.50, voltage = 1.0 V
gap field V/d = 0.50 MV/cm
copper lattice constant = 0.3615 nm
electron density = 84.67 per nm^3
Fermi energy = 7.031 eV
density of states = 18.06 per eV per nm^3
Thomas-Fermi length, computed = 0.05531 nm
lambda times Fermi wavenumber = 0.751
d/k = 8.000 nm
2 lambda, stated lambda 0.055 nm = 0.110 nm
2 k lambda/d, stated lambda = 1.375 %
loss, stated lambda = 1.356 %
2 lambda/d without k, stated lambda = 0.550 %
extra dielectric 2 k lambda, stated = 0.275 nm
ideal capacitance C0 = 1.1068 fF/um^2
capacitance, stated lambda = 1.0918 fF/um^2
loss, computed lambda, formula = 1.3639 %
loss, nonlinear Poisson solution = 1.3637 %
charge centroid depth, Poisson = 0.05530 nm
potential drop in each electrode = 6.820 mV
loss with ion background 4, formula = 0.6867 %
loss with ion background 4, Poisson = 0.6866 %
rough breakdown field = 5.0 MV/cm, voltage 10.0 V
loss at that voltage, Poisson = 1.3637 %
relative change of lambda at 378 K = 5.5e-06
jellium density parameter r_s = 2.670 bohr
slab 20 bohr: outward displacement x0 = 1.420 bohr
slab 24 bohr: outward displacement x0 = 1.433 bohr
slab 28 bohr: outward displacement x0 = 1.432 bohr
x0 from finite field, 20 bohr slab = 1.420 bohr
x0 shift, mesh 0.2 to 0.1 bohr = +0.0040 bohr
x0 shift, vacuum 12 to 16 bohr = +0.0028 bohr
x0 spread over slab thickness = 0.013 bohr
screened fraction of field, 28 bohr slab = 1.0002
mean x0 = 0.0756 nm outward
C change, vacuum stand-off 0.1 nm = +0.39 %
C change, vacuum stand-off 0.2 nm = -1.10 %
stand-off at which C change is zero = 0.126 nm
rough barrier = 3.0 eV, mass ratio = 0.5
log10 of tunnelling transmission = -99
plate height for fringing = 40 nm
fringing increase of capacitance = 63.2 %
fringing shift, 150 vs 300 elements = -0.002 %
```
